# The Koelling–Arbman Sphere Hamiltonian in the LAPW Method, part 1

(Sections cited here and not found follow in the second part.)

## 1. The sphere matrix element

### Result

Let $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf Q=\mathbf k+\mathbf G'$ label two linearized augmented plane waves (LAPWs). For one sphere of radius $R$, centred at the origin of a unit cell of volume $\Omega$, the sphere part of the Hamiltonian matrix is

$$H^{\rm sph}_{\mathbf K\mathbf Q}=\frac{4\pi R^4}{\Omega}\sum_{l=0}^{l_{\max}}(2l+1)\,P_l(\hat{\mathbf K}\cdot\hat{\mathbf Q})\,\bigl(E_l s_l+\gamma_l\bigr), \tag{1}$$

with

$$s_l=a_l(K)a_l(Q)+N_l\,b_l(K)b_l(Q), \tag{2}$$

$$\gamma_l=\dot u_l u_l'\,(j_l'J_l+j_lJ_l')-\dot u_l'u_l'\,j_lJ_l-\dot u_lu_l\,j_l'J_l'. \tag{3}$$

Here $u_l$ is the normalized radial solution at the energy parameter $E_l$, $\dot u_l$ is its energy derivative, and $N_l$ is the squared norm of $\dot u_l$. A prime on a function means $d/dr$, and every function in (3) is taken at $r=R$. The Bessel functions are

$$j_l=j_l(KR),\qquad J_l=j_l(QR),$$

and their slopes are $j_l'=\left.\frac{d}{dr}j_l(Kr)\right|_R$ and $J_l'=\left.\frac{d}{dr}j_l(Qr)\right|_R$. Each slope therefore contains a factor $K$ or $Q$ from the chain rule. The matching combinations are

$$a_l(K)=j_l'\dot u_l-j_l\dot u_l',\qquad b_l(K)=j_lu_l'-j_l'u_l, \tag{4}$$

and $a_l(Q)$, $b_l(Q)$ follow by replacing $j_l$ with $J_l$.

Equation (1) is the sphere energy with the kinetic term written as $\int\nabla\phi^*\cdot\nabla\phi$. It is not the integral of $\phi^*H\phi$ over the sphere. The two differ by a surface term, so (1) is correct as part of a crystal Hamiltonian only if the interstitial kinetic energy is also in gradient form, $\mathbf K\cdot\mathbf Q\,\Theta(\mathbf Q-\mathbf K)$, where $\Theta$ is the Fourier transform of the interstitial step function.

### Conventions and assumptions

Rydberg atomic units are used: $H=-\nabla^2+V$, with lengths in bohr and energies in Ry. The treatment is non-relativistic. The potential is real and spherically symmetric inside the sphere. It is set to zero in the interstitial; a constant interstitial value $V_I$ adds $V_I\Theta(\mathbf Q-\mathbf K)$ to the matrix. A non-spherical part of the sphere potential would need its own matrix elements in addition to (1).

The radial operator for angular momentum $l$ is

$$L_lf=-\frac1{r^2}(r^2f')'+\frac{l(l+1)}{r^2}f+V(r)f. \tag{5}$$

Radial integrals are written $\langle f|g\rangle=\int_0^R r^2fg\,dr$. The solution $u_l$ is regular at the origin and obeys $(L_l-E_l)u_l=0$ with $\langle u_l|u_l\rangle=1$. The index $l$ is dropped below where only one $l$ is involved.

### The energy derivative and the Wronskian

The radial equation holds at every energy $E$, so it may be differentiated with respect to $E$. The operator $L$ does not depend on $E$, and therefore

$$(L-E)\dot u-u=0\quad\Longrightarrow\quad L\dot u=E\dot u+u. \tag{6}$$

The normalization also holds at every energy, and $R$ is fixed. Differentiating $\langle u|u\rangle=1$ gives

$$2\langle u|\dot u\rangle=0. \tag{7}$$

Hence $u$ and $\dot u$ are orthogonal, and one further number, $N=\langle\dot u|\dot u\rangle$, fixes all their overlaps.

To obtain the boundary relation, take the radial product of $u$ with $(L-E)\dot u=u$ and subtract the product of $\dot u$ with $(L-E)u=0$:

$$\langle u|(L-E)\dot u\rangle-\langle\dot u|(L-E)u\rangle=\langle u|u\rangle-0=1. \tag{8}$$

On the left the centrifugal, potential and energy terms cancel, because they multiply the same product $u\dot u$. The derivative terms remain:

$$\int_0^R\left[-u(r^2\dot u')'+\dot u(r^2u')'\right]dr=1. \tag{9}$$

The integrand is a total derivative, since

$$\frac{d}{dr}\left[r^2(\dot uu'-u\dot u')\right]=\dot u(r^2u')'+\dot u'r^2u'-u(r^2\dot u')'-u'r^2\dot u', \tag{10}$$

and the second and fourth terms cancel. Regular functions give nothing at $r=0$, so

$$R^2(\dot uu'-u\dot u')=1. \tag{11}$$

This identity does two jobs below. It solves the matching problem, and it makes $\gamma_l$ symmetric.

### Matching

Outside the sphere the basis function is $\phi_{\mathbf K}=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$. The Rayleigh expansion reads

$$e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(Kr)\,Y_{lm}^*(\hat{\mathbf K})\,Y_{lm}(\hat{\mathbf r}). \tag{12}$$

Inside the sphere, for $l\le l_{\max}$, the factor $j_l(Kr)$ is replaced by

$$f_l(r)=A_lu_l(r)+B_l\dot u_l(r), \tag{13}$$

where the coefficients make the value and the slope continuous:

$$Au+B\dot u=j,\qquad Au'+B\dot u'=j'. \tag{14}$$

Multiply the second equation by $\dot u$ and the first by $\dot u'$, and subtract. The terms in $B$ cancel:

$$A(\dot uu'-u\dot u')=j'\dot u-j\dot u'=a(K). \tag{15}$$

Multiply instead the first equation by $u'$ and the second by $u$, and subtract. The terms in $A$ cancel:

$$B(\dot uu'-u\dot u')=ju'-j'u=b(K). \tag{16}$$

By (11) the common bracket is $1/R^2$, so

$$A=R^2a(K),\qquad B=R^2b(K). \tag{17}$$

The determinant of the matching equations is thus fixed by normalization and cannot vanish. Matching the value alone with $u$ would require $A=j/u$, which diverges when $u(R)=0$. The LAPW coefficients remain finite there.

For the second basis function write $F=\tilde Au+\tilde B\dot u$, with $\tilde A=R^2a(Q)$ and $\tilde B=R^2b(Q)$.

### Angular sum

The coefficient of $f_l(r)Y_{lm}(\hat{\mathbf r})$ in $\phi_{\mathbf K}$ is $4\pi\Omega^{-1/2}i^lY_{lm}^*(\hat{\mathbf K})$. In a matrix element the bra is complex conjugated, so the phases combine to $(-i)^li^l=1$. The spherical harmonics in $\hat{\mathbf r}$ are orthonormal, and a spherical operator does not mix different $lm$. The remaining sum over $m$ follows from the addition theorem:

$$\frac{(4\pi)^2}{\Omega}\sum_mY_{lm}(\hat{\mathbf K})Y_{lm}^*(\hat{\mathbf Q})
=\frac{(4\pi)^2}{\Omega}\,\frac{2l+1}{4\pi}P_l
=\frac{4\pi(2l+1)}{\Omega}P_l. \tag{18}$$

This is the angular prefactor of every radial matrix element. The additional $R^4$ in (1) comes from the two factors $R^2$ in (17).

If a sphere is centred at $\boldsymbol\tau$, write $\mathbf r=\boldsymbol\tau+\boldsymbol\rho$ before using (12). The ket then carries $e^{i\mathbf Q\cdot\boldsymbol\tau}$ and the bra carries $e^{-i\mathbf K\cdot\boldsymbol\tau}$. Each sphere contributes its own expression (1) multiplied by $e^{i(\mathbf Q-\mathbf K)\cdot\boldsymbol\tau}$.

If $K=0$, its direction is undefined, but $j_l(0)=0$ for $l>0$ and the slopes with $l>1$ also vanish. For $l=1$ the slope of $j_1(Kr)$ is $K/3$ to leading order and vanishes as well. The sum therefore reduces to $l=0$, where $P_0=1$.

### Radial overlap

With $\langle u|u\rangle=1$, $\langle u|\dot u\rangle=0$ and $\langle\dot u|\dot u\rangle=N$,

$$\langle f|F\rangle=A\tilde A+NB\tilde B=R^4\left[a(K)a(Q)+N\,b(K)b(Q)\right]=R^4s_l. \tag{19}$$

The sphere part of the overlap matrix is therefore (1) with $E_ls_l+\gamma_l$ replaced by $s_l$.

### The operator form is not symmetric

Let $L$ act on the ket. From the radial equation and (6),

$$LF=\tilde AEu+\tilde B(E\dot u+u)=EF+\tilde Bu. \tag{20}$$

Since $\langle f|u\rangle=A$,

$$\langle f|LF\rangle=E\langle f|F\rangle+A\tilde B=R^4\left[Es+a(K)b(Q)\right]. \tag{21}$$

Interchanging the two basis functions changes the last product to $b(K)a(Q)$. Both products can be expanded from (4):

$$a(K)b(Q)=(j'\dot u-j\dot u')(Ju'-J'u)$$
$$=\dot uu'\,j'J-\dot uu\,j'J'-\dot u'u'\,jJ+u\dot u'\,jJ', \tag{22}$$

$$b(K)a(Q)=(ju'-j'u)(J'\dot u-J\dot u')$$
$$=\dot uu'\,jJ'-\dot u'u'\,jJ-\dot uu\,j'J'+u\dot u'\,j'J. \tag{23}$$

The terms in $jJ$ and $j'J'$ agree. Subtracting leaves

$$a(K)b(Q)-b(K)a(Q)=(\dot uu'-u\dot u')(j'J-jJ')=\frac{j'J-jJ'}{R^2}. \tag{24}$$

The reason is that $-\nabla^2$ is in general not Hermitian on an open sphere. The difference is a flux through the surface. It vanishes when $j'J=jJ'$, for example when both functions have the same logarithmic derivative at $R$.

### From the operator form to $\gamma_l$

In the gradient form, the kinetic part for one angular channel is $\int_0^R[r^2f'F'+l(l+1)fF]\,dr$. Integrate its first term by parts:

$$\int_0^Rr^2f'F'\,dr=R^2f(R)F'(R)-\int_0^Rf(r^2F')'\,dr. \tag{25}$$

The integral on the right, with its minus sign, is the derivative part of $\langle f|LF\rangle$. Matching gives $f(R)=j$ and $F'(R)=J'$. Adding the centrifugal and potential terms to both sides yields

$$\int_0^Rr^2\left[f'F'+\left(\frac{l(l+1)}{r^2}+V\right)fF\right]dr=\langle f|LF\rangle+R^2jJ'. \tag{26}$$

Insert (21) and take out $R^4$:

$$\text{right-hand side}=R^4\left[Es+a(K)b(Q)+\frac{jJ'}{R^2}\right]. \tag{27}$$

Now replace $1/R^2$ by $\dot uu'-u\dot u'$ from (11). The coefficient of $jJ'$ in (22) is $u\dot u'$, and the surface term adds $\dot uu'-u\dot u'$. Their sum is $\dot uu'$, the same coefficient that multiplies $j'J$. Hence

$$a(K)b(Q)+\frac{jJ'}{R^2}$$
$$=\dot uu'(j'J+jJ')-\dot u'u'\,jJ-\dot uu\,j'J'=\gamma_l. \tag{28}$$

Together with (18), this proves (1). The symmetry is not imposed by averaging. It follows because the left side of (26) is unchanged when $f$ and $F$ are exchanged.

### Forms useful in an implementation

Equation (3) is a symmetric bilinear form in the boundary values and slopes of the two Bessel functions:

$$\gamma_l=\begin{pmatrix}j&j'\end{pmatrix}
\begin{pmatrix}-\dot u'u'&\dot uu'\\ \dot uu'&-\dot uu\end{pmatrix}
\begin{pmatrix}J\\J'\end{pmatrix}. \tag{29}$$

The small matrix belongs to the sphere and to $l$. The vectors belong to the basis functions. No radial integral has to be repeated for each pair $\mathbf K,\mathbf Q$.

The orthogonality (7) must hold for the function actually stored as $\dot u$. Suppose the radial solver returns a solution of (6) with $\langle u|\dot u\rangle=c\ne0$. The cleanest remedy is to replace $\dot u$ by $\dot u-cu$. This still satisfies (6), because $(L-E)u=0$, and it leaves (11) unchanged, because the added Wronskian of $u$ with itself is zero. Without this replacement both $s_l$ and the Hamiltonian acquire terms in $c$ that are absent from (2) and (3).

In Hartree units the kinetic operator is $-\tfrac12\nabla^2$. Repeating (8)–(11) then gives $R^2(\dot uu'-u\dot u')=2$, and the coefficients in (17) become $R^2a/2$ and $R^2b/2$. The surface term in (26) is halved. The bracket after extracting $R^4/4$ is $Es+a(K)b(Q)+2jJ'/R^2$, which is again $Es+\gamma_l$ with $\gamma_l$ from (3). The prefactor in (1) changes from $4\pi R^4/\Omega$ to $\pi R^4/\Omega$, and the interstitial kinetic term becomes $\tfrac12\mathbf K\cdot\mathbf Q\,\Theta$. Energies and energy derivatives must then also be in Hartree units.

## 2. The secular problem and a worked example

### Quantities carried over

The vectors $\mathbf K$ and $\mathbf Q$ label the bra and ket. Their Bessel values and slopes at $R$ are $j,j'$ and $J,J'$. The radial functions $u,\dot u$ satisfy $R^2(\dot uu'-u\dot u')=1$ and are orthogonal in the sphere, with $N=\langle\dot u|\dot u\rangle$. The matching combinations are $a=j'\dot u-j\dot u'$ and $b=ju'-j'u$. The sphere overlap is built from $s=a(K)a(Q)+N\,b(K)b(Q)$. Its gradient-form Hamiltonian is built from $Es+\gamma$, where

$$\gamma=a(K)b(Q)+\frac{jJ'}{R^2}
=b(K)a(Q)+\frac{j'J}{R^2}. \tag{30}$$

The second equality restates the symmetry of $\gamma$. Both sphere matrices have the prefactor $(4\pi R^4/\Omega)(2l+1)P_l(\hat{\mathbf K}\cdot\hat{\mathbf Q})$. Rydberg units and zero interstitial potential are retained.

The sphere parts of the overlap and gradient-form Hamiltonian matrices are now established, with $\gamma_l$ symmetric in the two basis functions. What remains is to add the interstitial terms, set up the eigenvalue problem for the whole crystal, and test the formulas on a numerical example.
